\section*{Thickness of a Buried Amorphous Layer from a Gaussian Damage Profile}

\section*{Problem}

Ions implanted into a crystal displace atoms along their tracks. Let $z$ be the depth below the surface, so that the target occupies $z\ge 0$, and let $D(z)$ be the damage density: the energy deposited in atomic displacements per unit volume, summed over all ions. Take
\begin{equation}
D(z)=D_p\exp\!\left[-\frac{(z-R)^2}{2\sigma^2}\right],\qquad z\ge 0,
\label{eq:profile}
\end{equation}
where $R>0$ is the depth of the damage peak and $\sigma$ is the standard deviation of the damage profile. These two lengths describe the damage, not the distribution of the implanted ions at rest, which in general has a different depth and width.

The material is counted as amorphous wherever $D(z)\ge D_c$, with the same threshold $D_c$ at every depth. Damage adds linearly with dose. Annealing during or after the implantation, sputtering and swelling are neglected. Write $r=D_p/D_c$ for the ratio of peak damage to threshold.

\begin{enumerate}
\item[(a)] Show that for $r=10$ a buried amorphous layer is about $4.29\,\sigma$ thick. State the condition on $R$ under which this holds.
\item[(b)] Find the ratio at which the layer reaches the surface, and its thickness beyond that point.
\item[(c)] Each ion contributes the damage energy $E_d$, defined as the area under its full Gaussian. Relate $r$ to the dose $\Phi$, the number of ions per unit area. Evaluate the onset dose, the dose for $r=10$ and the layer boundaries for $R=100$ nm, $\sigma=30$ nm, $E_d=40$ keV and $D_c=500$ eV/nm$^3$, which are round model parameters.
\item[(d)] How fast does the buried layer thicken with dose, and how does its thickness respond to a change of $\sigma$ at fixed dose?
\item[(e)] What share of the damage energy lies inside the buried layer?
\item[(f)] An amorphous fraction cannot exceed one. Does this conflict with a peak at ten times the threshold?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The thickness of the buried layer}

Insert the profile \eqref{eq:profile} into the criterion $D(z)\ge D_c$ and divide by the positive quantity $D_p$:
\begin{equation}
\exp\!\left[-\frac{(z-R)^2}{2\sigma^2}\right]\ge\frac{D_c}{D_p}=\frac1r .
\end{equation}
The logarithm is an increasing function, so taking it on both sides preserves the inequality:
\begin{equation}
-\frac{(z-R)^2}{2\sigma^2}\ge-\ln r .
\end{equation}
Multiplication by the negative number $-2\sigma^2$ reverses it:
\begin{equation}
(z-R)^2\le 2\sigma^2\ln r .
\label{eq:square}
\end{equation}
Each step can be reversed, so \eqref{eq:square} is equivalent to the original criterion.

If $r<1$, the right-hand side is negative and no depth satisfies the condition: there is no amorphous layer. If $r=1$, the condition holds on the single plane $z=R$, and the thickness is zero. If $r>1$, the square root gives $|z-R|\le h$ with
\begin{equation}
h=\sigma\sqrt{2\ln r},
\label{eq:h}
\end{equation}
which is one unbroken interval between the boundaries
\begin{equation}
z_-=R-h,\qquad z_+=R+h .
\label{eq:edges}
\end{equation}

The target begins at $z=0$. The whole interval lies below the surface if $z_->0$, that is, if
\begin{equation}
R>\sigma\sqrt{2\ln r}.
\label{eq:buried}
\end{equation}
This is the meaning of ``buried'' that the result needs. The thickness is then
\begin{equation}
T=z_+-z_-=(R+h)-(R-h)=2h=2\sigma\sqrt{2\ln r}.
\label{eq:T}
\end{equation}
The peak depth has cancelled, and the threshold enters only through $r$. For $r=10$, $\ln 10=2.30259$ and
\begin{equation}
\frac{T}{\sigma}=2\sqrt{2\times 2.30259}=2\times 2.1460=4.292 ,
\end{equation}
which is the stated $4.29$. The condition \eqref{eq:buried} becomes $R>2.146\,\sigma$.

A peak below the surface is not sufficient. With $R=1.5\,\sigma$ and $r=10$, the upper boundary from \eqref{eq:edges} would lie above the surface. The amorphous region then runs from $z=0$ to $z_+$ and is $(1.5+2.146)\,\sigma\approx 3.65\,\sigma$ thick.

Two other ratios help to read \eqref{eq:T}. For $r=2$ the threshold is half the peak value, so $T$ must be the full width at half maximum of the Gaussian; the formula gives $2\sqrt{2\ln 2}\,\sigma=2.355\,\sigma$. For $r=100$, $\ln 100=2\ln 10$, so the thickness is $\sqrt2$ times that at $r=10$, or $6.070\,\sigma$. Raising the peak damage from ten to a hundred times the threshold thus thickens a layer that stays buried by about 41\%; the same factor applied at a smaller $r$ has a larger relative effect.

\subsection*{(b) When the layer reaches the surface}

The upper boundary touches the surface when $z_-=0$, or $R=\sigma\sqrt{2\ln r}$. Both sides are positive, so squaring loses nothing:
\begin{equation}
R^2=2\sigma^2\ln r\quad\Longrightarrow\quad r_s=\exp\!\left(\frac{R^2}{2\sigma^2}\right).
\label{eq:rs}
\end{equation}
The layer is buried for $1<r<r_s$. For $r\ge r_s$ the part of the interval with $z<0$ does not exist in the target, and the thickness is
\begin{equation}
T=z_+-0=R+\sigma\sqrt{2\ln r}\qquad(r\ge r_s).
\label{eq:surface}
\end{equation}
At $r=r_s$ the expressions \eqref{eq:T} and \eqref{eq:surface} both give $2R$, so the thickness is continuous there. This is also the upper limit for a buried layer: its thickness stays below $2R$.

For $R=100$ nm and $\sigma=30$ nm, $R/\sigma=3.3333$ and
\begin{equation}
r_s=\exp\!\left(\frac{3.3333^2}{2}\right)\approx 259 .
\end{equation}
This number depends on the Gaussian far from its peak. Real damage profiles are often asymmetric and can hold much more damage near the surface than the Gaussian does. The value $R/\sigma=3.3$ is also chosen for illustration and is larger than is usual: for ions such as P, Si or As with a damage peak near 100 nm in silicon, $R/\sigma$ is roughly two or a little less, below the $2.146$ required in part (a), and the damage near the surface is a sizeable fraction of the peak. Such layers reach the surface at a ratio of only a few, so at $r=10$ they are surface layers and \eqref{eq:T} does not apply to them. Within the Gaussian model, the layer has reached the surface at $r=400$. Its thickness is $203.85$ nm, while the buried formula would give $207.70$ nm. The excess is the length $h-R=3.85$ nm that the formula places above the surface, about 1.9\% of the true thickness. The excess is small because $r$ is not far beyond $r_s$ on a logarithmic scale. For ever larger $r$ the ratio of the two expressions, $2h/(R+h)$, tends to two, since $h$ grows without limit while $R$ is fixed.

\subsection*{(c) The dose and the worked example}

By the definition of $E_d$, the area under the full Gaussian after a dose $\Phi$ is $\Phi E_d$. To relate this area to the peak value, substitute $u=(z-R)/(\sqrt2\,\sigma)$, so that $dz=\sqrt2\,\sigma\,du$:
\begin{align}
\Phi E_d&=D_p\int_{-\infty}^{\infty}\exp\!\left[-\frac{(z-R)^2}{2\sigma^2}\right]dz
=D_p\sqrt2\,\sigma\int_{-\infty}^{\infty}e^{-u^2}du\nonumber\\
&=D_p\sqrt2\,\sigma\sqrt\pi=\sqrt{2\pi}\,\sigma D_p .
\end{align}
Hence
\begin{equation}
D_p=\frac{\Phi E_d}{\sqrt{2\pi}\,\sigma}.
\label{eq:peak}
\end{equation}
Amorphization begins when the peak reaches the threshold. Setting $D_p=D_c$ gives the onset dose
\begin{equation}
\Phi_c=\frac{\sqrt{2\pi}\,\sigma D_c}{E_d}.
\label{eq:onset}
\end{equation}
Dividing \eqref{eq:peak} by $D_c$ and using \eqref{eq:onset},
\begin{equation}
r=\frac{D_p}{D_c}=\frac{\Phi E_d}{\sqrt{2\pi}\,\sigma D_c}=\frac{\Phi}{\Phi_c}.
\label{eq:ratio}
\end{equation}
A peak at ten times the threshold therefore means ten times the onset dose. This identification rests on the linear addition of damage.

For the given parameters,
\begin{equation}
\Phi_c=\frac{2.5066\times 30\ \mathrm{nm}\times 500\ \mathrm{eV\,nm^{-3}}}{4.0\times10^4\ \mathrm{eV}}
=0.940\ \mathrm{nm^{-2}} ,
\end{equation}
or $9.40\times10^{13}$ cm$^{-2}$. The dose for $r=10$ is $9.40$ nm$^{-2}$, or $9.40\times10^{14}$ cm$^{-2}$, and the peak damage density is $5000$ eV/nm$^3$. The half-thickness is
\begin{equation}
h=2.1460\times 30\ \mathrm{nm}=64.38\ \mathrm{nm}.
\end{equation}
Since $64.38$ nm is less than $R=100$ nm, the layer is buried. Its boundaries and thickness are
\begin{align}
z_-&=100-64.38=35.62\ \mathrm{nm},\\
z_+&=100+64.38=164.38\ \mathrm{nm},\\
T&=164.38-35.62=128.76\ \mathrm{nm}.
\end{align}
A cap about 36 nm thick remains below the threshold above an amorphous layer about 129 nm thick. The cap is crystalline in the sense of the criterion, but it is not undamaged: just above the boundary its damage density is close to $D_c$. The second decimals serve to follow the arithmetic; a threshold model does not predict a real boundary to that accuracy.

Boundaries located by searching the profile itself agree with \eqref{eq:edges}; the values are in the numerical output.

\subsection*{(d) Response to dose and to width}

Let $L=\ln r$. At fixed $\sigma$, $E_d$ and $D_c$, equation \eqref{eq:ratio} gives $L=\ln\Phi-\ln\Phi_c$ with constant $\Phi_c$, so $dL=d\ln\Phi$. Differentiating $T=2\sigma(2L)^{1/2}$ with the chain rule,
\begin{equation}
\frac{dT}{d\ln\Phi}=2\sigma\cdot\frac12(2L)^{-1/2}\cdot2=\frac{2\sigma}{\sqrt{2\ln r}} .
\label{eq:growth}
\end{equation}
At $r=10$ this is $60\ \mathrm{nm}/2.1460=27.96$ nm per unit of $\ln\Phi$. Dividing \eqref{eq:growth} by $T$ gives the relative response,
\begin{equation}
\frac{d\ln T}{d\ln\Phi}=\frac{2\sigma/\sqrt{2\ln r}}{2\sigma\sqrt{2\ln r}}=\frac{1}{2\ln r},
\end{equation}
which is $0.217$ at $r=10$: one per cent more dose makes the layer about $0.22$ per cent thicker. At fixed dose, an error in $D_c$ acts with the same size and the opposite sign, because $r$ is proportional to $\Phi/D_c$. The thickness is therefore rather insensitive to the threshold once the peak is well above it.

Doubling the dose, from $r=10$ to $r=20$, raises the thickness from $128.76$ to $146.86$ nm, an increase of about $18.1$ nm. Extrapolation with the initial slope would give $27.96\times\ln2\approx19.4$ nm. The true increase is smaller because the slope \eqref{eq:growth} falls as $r$ rises.

Close to onset the behaviour is different. Put $r=1+\varepsilon$ with $0<\varepsilon\ll1$. Then $\ln r\approx\varepsilon$ and
\begin{equation}
T\approx2\sigma\sqrt{2\varepsilon}.
\end{equation}
The layer opens with a square-root law and an unbounded initial slope. The reason is the flat top of the Gaussian: near $z=R$ the damage density varies quadratically with depth, so a small excess over the threshold covers a comparatively wide interval. In this range the thickness is very sensitive to dose and threshold.

The proportionality of $T$ to $\sigma$ in \eqref{eq:T} holds at fixed $r$. At fixed dose and fixed $E_d$, a broader profile also has a lower peak. From \eqref{eq:ratio}, $r\propto1/\sigma$, so $dL/d\sigma=-1/\sigma$, and the product rule gives
\begin{equation}
\left.\frac{dT}{d\sigma}\right|_{\Phi}
=2\sqrt{2L}+\frac{2\sigma}{\sqrt{2L}}\left(-\frac1\sigma\right)
=2\sqrt{2\ln r}-\frac{2}{\sqrt{2\ln r}} .
\end{equation}
At $r=10$ this is $4.292-0.932=3.36$. Broadening from 30 to 31 nm thickens the layer by about $3.3$ nm (slightly less than the initial slope), not by $4.3$ nm. The derivative vanishes when $2\ln r=1$, or $r=e^{1/2}$. For $1<r<e^{1/2}$ it is negative: spreading the same energy over a wider range then makes the layer thinner, because the loss of peak height outweighs the gain in width.

\subsection*{(e) Damage energy inside the layer}

For a buried layer, integrate the profile between its boundaries, using \eqref{eq:peak} and the same substitution $u=(z-R)/(\sqrt2\,\sigma)$. The limits become $\pm h/(\sqrt2\,\sigma)=\pm\sqrt{\ln r}$, so
\begin{align}
\int_{z_-}^{z_+}D(z)\,dz
&=\frac{\Phi E_d}{\sqrt{2\pi}\,\sigma}\,\sqrt2\,\sigma\int_{-\sqrt{\ln r}}^{\sqrt{\ln r}}e^{-u^2}du\nonumber\\
&=\Phi E_d\,\frac{2}{\sqrt\pi}\int_0^{\sqrt{\ln r}}e^{-u^2}du
=\Phi E_d\,\operatorname{erf}\!\left(\sqrt{\ln r}\right).
\end{align}
The second line uses the evenness of the integrand and the definition of the error function. At $r=10$ the share is $0.968$ of the area of the full Gaussian.

This number also bounds the error made by letting the Gaussian extend above the surface. The remaining $0.032$ is divided equally between the two sides of the layer, by symmetry about $R$. The part with $z<0$ belongs to the upper side, so it is less than $0.016$ of the total.

Most of the energy in the layer exceeds what the threshold requires. Bringing a slab of thickness $T$ uniformly to $D_c$ would take
\begin{equation}
D_cT=500\times128.76\approx6.44\times10^4\ \mathrm{eV\,nm^{-2}},
\end{equation}
whereas the ions supply $\Phi E_d=9.40\times4.0\times10^4\approx3.76\times10^5$ eV nm$^{-2}$, nearly six times as much. The surplus lies mainly near the peak, where the material is already amorphous. The motion of the boundaries is set by the profile at the boundaries themselves: by \eqref{eq:growth}, each moves by $\sigma/\sqrt{2\ln r}=\sigma^2/h$ per unit of $\ln\Phi$, which is the ratio of $D$ to $|dD/dz|$ at the boundary.

\subsection*{(f) Saturation of the amorphous fraction}

There is no conflict, because $D$ is accumulated deposited energy and has no upper limit of one. A simple model shows how the two quantities are related. Let $f$ be the amorphous fraction at a given depth, and suppose that new damage converts only material that is still crystalline, at a constant rate $k$ per unit of damage density:
\begin{equation}
\frac{df}{dD}=k(1-f),\qquad f(0)=0 .
\end{equation}
Separating the variables gives $-\ln(1-f)=kD$, or $f=1-e^{-kD}$. Define $D_c$ as the damage density at which half the material is amorphous. Then $e^{-kD_c}=1/2$, so $k=\ln2/D_c$ and
\begin{equation}
f=1-2^{-D/D_c}.
\label{eq:fraction}
\end{equation}
The condition $f\ge1/2$ means $2^{-D/D_c}\le2^{-1}$, which is equivalent to $D\ge D_c$. The boundaries are those of part (a), and $T$ is unchanged. At the peak, $D/D_c=10$ and $f=1-2^{-10}=0.999$. The factor ten thus belongs to $D$; the ratio of the peak fraction to the threshold fraction $1/2$ cannot exceed two.

What changes is the sharpness of the boundary. Differentiating \eqref{eq:profile} gives $|dD/dz|=D\,|z-R|/\sigma^2$, which equals $D_ch/\sigma^2$ at either boundary. With \eqref{eq:fraction}, and $2^{-D/D_c}=1/2$ there,
\begin{equation}
\left|\frac{df}{dz}\right|=\frac{\ln2}{D_c}\cdot\frac12\cdot\frac{D_ch}{\sigma^2}
=\frac{h\ln2}{2\sigma^2}
=\frac{64.38\times0.693}{2\times900}\approx0.025\ \mathrm{nm^{-1}} .
\end{equation}
The inverse of this slope, about 40 nm, is a measure of the width of the transition. In this model the layer thickness is the distance between two half-amorphous planes, not between two abrupt interfaces, and the 36 nm cap lies largely within the transition. This width follows from the assumed law \eqref{eq:fraction} and is not a prediction for real samples: amorphous--crystalline interfaces observed in implanted silicon are usually much sharper.

The same model shows why $\sigma$ must be taken from the damage density and not from a profile of the amorphous fraction. At $r=10$ the fraction is close to one at the peak, so its full width at half maximum is nearly $T=4.292\,\sigma$. Dividing that width by the Gaussian factor $2.355$ would give an apparent standard deviation of about $1.8\,\sigma$, and inserting it into \eqref{eq:T} would overestimate the thickness by the same factor.

\section*{Table of computed values}
\begin{verbatim}
peak depth R = 100.0 nm
standard deviation sigma = 30.0 nm
damage energy per ion E_d = 40.0 keV
threshold damage density D_c = 500.0 eV/nm^3
onset dose = 0.9400 ions/nm^2
onset dose = 9.400e+13 ions/cm^2
chosen ratio r = 10.0 (dimensionless)
dose used = 9.3999 ions/nm^2
dose used = 9.400e+14 ions/cm^2
peak damage density = 5000.0 eV/nm^3
ln r = 2.30259 (dimensionless)
half thickness / sigma = 2.1460 (dimensionless)
thickness / sigma = 4.2919 (dimensionless)
upper boundary = crystalline cap = 35.62 nm
lower boundary = 164.38 nm
amorphous thickness = 128.76 nm
scan: thickness / sigma at r = 2: 2.3548 (dimensionless)
scan: thickness / sigma at r = 10: 4.2919 (dimensionless)
scan: thickness / sigma at r = 100: 6.0697 (dimensionless)
R / sigma = 3.3333 (dimensionless)
ratio at which layer reaches surface = 258.7 (dimensionless)
high-dose case r = 400 (dimensionless)
high-dose thickness, true = 203.85 nm
high-dose thickness, buried formula = 207.70 nm
growth dT/d ln(dose) at r = 10: 27.96 nm
thickness at doubled dose (r = 20) = 146.86 nm
increase on doubling the dose = 18.11 nm
damage energy share inside layer = 0.9681 (dimensionless)
peak amorphous fraction, saturating model = 0.99902 (dimensionless)
\end{verbatim}
